Midband conductance of a tight-binding wire with one shifted site

**Question**

I am stuck on this exercise: "Calculate the zero-bias conductance of a tight-binding wire before and after adding one midband impurity of energy 2t, and show that it drops by a factor of two."

My wire is an infinite chain with one orbital per site, site energy 0 and hopping −t, so the band runs from −2t to 2t. Three things confuse me.

1. An impurity at midband should have energy 0. An energy of 2t is the top of the band. Which is meant?
2. To lowest order in the impurity energy ε, I find the transmission 1 − ε²/(4t²). For ε = 2t that is zero, not one half.
3. The clean wire scatters nothing, so why isn't its conductance infinite?

**Answer**

The wording of the exercise needs repair. What sits at midband is the Fermi energy, E_F = 0. The impurity is an existing site whose energy is changed from 0 to ε = 2t, with both its hoppings left at −t. If you put a site of energy 0 into the chain instead, you would change nothing at all.

I take independent electrons with two spin states, phase-coherent motion, zero temperature at first, and reservoirs that hold E_F fixed and absorb every electron reaching them. The value of ε is the final one, after any charge rearrangement around the impurity. Other interaction effects are left out.

**Scattering at the shifted site**

With lattice spacing 1 and t > 0, a plane wave e^{ikn} on the clean chain has

E = −2t cos k,  ħv = dE/dk = 2t sin k.

For 0 < k < π the velocity is positive. Put the impurity at n = 0 and send in a wave of unit amplitude from the left:

ψ_n = e^{ikn} + r e^{−ikn} for n ≤ −1,
ψ_n = τ e^{ikn} for n ≥ 1.

The amplitude ψ_0 is still unknown. The equation at site −1 is

E ψ_{−1} = −t(ψ_{−2} + ψ_0).

The left-hand plane-wave expression, continued to n = 0, satisfies this same equation with 1 + r in the place of ψ_0. Hence ψ_0 = 1 + r. The same argument at site 1 gives ψ_0 = τ, and so r = τ − 1.

The impurity enters only the equation at site 0:

(E − ε)ψ_0 = −t(ψ_{−1} + ψ_1).

Its two neighbours have the amplitudes

ψ_{−1} = e^{−ik} + (τ − 1)e^{ik} = τ e^{ik} − 2i sin k,
ψ_1 = τ e^{ik}.

Inserting them gives

(E − ε)τ = −2tτ e^{ik} + 2it sin k.

Now move the τ term to the left and use E = −2t cos k and e^{ik} = cos k + i sin k. The cosines cancel:

τ(2it sin k − ε) = 2it sin k.

Dividing, with 1/i = −i,

τ = 1/(1 + ix),  r = τ − 1 = −ix/(1 + ix),  x = ε/(2t sin k) = ε/(ħv).

Both leads have the same velocity, so the transmission probability is |τ|² with no velocity ratio:

T = 1/(1 + x²),  |r|² = x²/(1 + x²),  T + |r|² = 1.

Since 4t² sin²k = 4t² − E², this is also

T(E) = (4t² − E²)/(4t² − E² + ε²).

This answers your second point. For small x the result expands as T ≈ 1 − x², which at midband is your 1 − ε²/(4t²). But ε = 2t means x = 1, where the neglected terms are as large as the one you kept. The full expression gives 1/2 where the truncated one gives 0.

**From transmission to conductance**

Electrons entering from the left reservoir fill right-moving states with the Fermi function f_L. In an interval dk there are 2dk/(2π) states per unit length, the 2 counting spin, and each contributes a transmitted flow vT. Electrons from the right give the opposite flow with f_R and the same T, because the wire is mirror symmetric about the impurity. The magnitude of the charge current is therefore

I = 2e ∫ (dk/2π) v T (f_L − f_R).

Because v dk = dE/ħ, the velocity cancels against the density of states. With 2πħ = h,

I = (2e/h) ∫ T(E) (f_L − f_R) dE.

For a small voltage V, f_L − f_R ≈ eV(−∂f/∂E). This factor is already of first order in V, so any change of T caused by the voltage enters the current only at second order. At zero temperature −∂f/∂E is a unit peak at E_F, which leaves

G = (2e²/h) T(E_F).

At E_F = 0 we have k = π/2 and ħv = 2t, so

G = (2e²/h) · 4t²/(4t² + ε²).

Before the change, ε = 0 and G = 2e²/h. After it, ε = 2t and

G = (2e²/h) · 4t²/(8t²) = e²/h.

That is the factor of two.

For your third point, T = 1 does not make G infinite because a given voltage opens only a finite energy window, and the band feeds a finite flow of electrons into it. The resistance measured between the reservoirs is

1/G = (h/2e²)(1/T) = (h/2e²)(1 + |r|²/T).

The first term is present without any impurity. The second is what the impurity adds. Here |r|² = T = 1/2, so the two terms are equal and the resistance doubles.

**What the factor of two depends on**

Halving requires x² = 1, that is,

|ε| = ħv(E_F).

The sign of ε does not matter: a site lowered by 2t also halves the midband conductance. The Fermi energy does matter. At E_F = t, the same ε = 2t gives T = (4 − 1)/(4 − 1 + 4) = 3/7, because the electrons are slower there. Halving at that energy would need ε = √3 t. Towards either band edge v goes to zero, and so does T for any fixed nonzero ε. At midband, a strong impurity with |ε| ≫ 2t gives T ≈ 4t²/ε².

The number 2t is thus best read as a match to the midband velocity. Its coincidence with the upper band edge does not put a level there. To find the actual impurity level for ε > 0, try a state that decays on both sides:

ψ_n = A(−1)ⁿ e^{−κ|n|},  κ > 0.

Away from the impurity this gives E = 2t cosh κ. At site 0 it gives E − ε = 2t e^{−κ}. Subtracting,

ε = 2t cosh κ − 2t e^{−κ} = 2t sinh κ,

and since cosh²κ − sinh²κ = 1,

E_bound = √(4t² + ε²).

For ε = 2t this is 2√2 t, above the band. The state has the same phase, up to a sign, on every site, so it carries no steady current.

**If "adding" meant attaching a site at the side**

Suppose the chain stays clean and an extra site of energy ε_s hangs from site 0 by a hopping −t. Its amplitude φ obeys (E − ε_s)φ = −tψ_0. Eliminating φ from the equation at site 0 gives that site an effective energy

ε_eff = t²/(E − ε_s).

At E = 0 and ε_s = 2t this is −t/2, so T = 4/(4 + 1/4) = 16/17, a reduction of about 6%. If instead ε_s = 0, the equation for φ at E = 0 reads 0 = −tψ_0. The wave then vanishes at site 0 and T = 0. A literal "midband impurity" therefore blocks the wire when attached at the side and does nothing when placed in the chain. The stated factor of two belongs to the shifted chain site.

**Numbers, and a small temperature**

Take t = 0.1 Ry and ε = 0.2 Ry, round model values. At midband ħv = 0.2 Ry, so x = 1 and

τ = 1/(1 + i) = 0.5 − 0.5i,  r = −0.5 − 0.5i,  T = 0.25 + 0.25 = 0.5.

In Rydberg atomic units ħ = 1 and e² = 2, hence h = 2π and 2e²/h = 2/π. The conductance falls from 0.6366 to 0.3183 of these units, or from 77.48 to 38.74 μS. The resistance rises from 12.91 to 25.81 kΩ.

At a temperature Θ, G contains the average of T(E) over −∂f/∂E. For ε = 2t,

T(E) = 1 − 4t²/(8t² − E²) ≈ 1/2 − E²/(16t²).

The average of E² follows with y = E/(k_BΘ). Expanding e^{−y}/(1 + e^{−y})² in powers of e^{−y} and integrating term by term,

⟨y²⟩ = 2 ∫₀^∞ y² e^{−y}/(1 + e^{−y})² dy = 4(1 − 1/4 + 1/9 − …) = π²/3.

The thermally averaged transmission is then

⟨T⟩ ≈ 1/2 − (π²/48)(k_BΘ/t)²,

valid for k_BΘ ≪ t. At 300 K, k_BΘ = 0.0019 Ry, and the shift is −0.2056 × (0.019)² ≈ −7.4 × 10⁻⁵. Direct integration over the thermal window gives the same value to these digits. The factor of two is hardly affected.

The current formula can also be tested without scattering states. A chain of 601 sites starts in equilibrium at 300 K with its chemical potential at midband. At time zero the left half is raised by 0.001 Ry and the right half lowered by 0.001 Ry, a total bias energy u = 0.002 Ry. The electrons then evolve under the full Hamiltonian. The current at the centre is averaged from 400 to 1200 ħ/Ry, after the first transient. At the largest band velocity, 0.2 sites per ħ/Ry, an electron from a chain end needs about 300/0.2 = 1500 ħ/Ry to reach the centre, so none arrives during the window. The ends also enter through the starting state, because the finite chain has discrete levels, spaced by about 2tπ/602 ≈ 0.001 Ry at midband. At 300 K, k_BΘ = 0.0019 Ry exceeds this spacing; the test is meant for this temperature, and a colder start on the same chain need not reproduce the formula as closely.

The formula predicts an electron flow (2/h)Tu = Tu/π. In units of 10⁻⁴ electrons per ħ/Ry:

- Clean wire: 6.366 predicted, 6.366 from the evolution.
- With the impurity: 3.183 predicted at zero temperature, 3.183 from the evolution.

With the impurity, the current still oscillates over the window with a standard deviation of 0.003 in the same units, but its mean is much steadier than that. To one more digit the mean is 3.1826, against 3.1831 from the zero-temperature formula. The thermal shift lowers the prediction by 7.4 × 10⁻⁵ × 6.366 ≈ 0.0005, to 3.1826, so the evolution agrees with the temperature correction as well as with the factor of two. The remaining digits are in the numerical output below.

Numbers as computed

```
hopping t = 0.100 Ry
impurity site energy eps = 0.200 Ry
hbar*v at midband (spacing 1) = 0.200 Ry
tau at midband = 0.5000 -0.5000 i
r at midband = -0.5000 -0.5000 i
transmission, clean = 1.000000
transmission, impurity = 0.500000
conductance, clean = 0.636620 Rydberg units
conductance, impurity = 0.318310 Rydberg units
conductance, clean = 77.4809 microsiemens
conductance, impurity = 38.7405 microsiemens
ratio clean/impurity = 2.000000
resistance, clean = 12906.40 ohm
resistance, impurity = 25812.81 ohm
added resistance = 12906.40 ohm
real-time chain length = 601 sites
bias energy u = 0.0020 Ry
time window = 400 to 1200 hbar/Ry
temperature = 300 K
thermal energy kT = 0.001900 Ry
electron currents in units of 1e-4 electrons per hbar/Ry:
  clean, real time = 6.3662
  clean, std over window = 0.0006
  clean, formula = 6.3662
  impurity, real time = 3.1826
  impurity, std over window = 0.0026
  impurity, formula at 0 K = 3.1831
real-time current ratio clean/impurity = 2.0003
thermal shift of transmission, integral = -7.4281e-05
thermal shift of transmission, law = -7.4234e-05
bound-state energy = 0.282843 Ry
transmission at E = t, eps = 2t: 0.428571
transmission at E = t, eps = sqrt(3) t: 0.500000
side site at 2t, midband transmission = 0.941176
side site at 0, midband transmission = 0.000000
```
